The virial relation in ZORA and its form for hydrogen-like ions

## The general relation

When a calculation with the zeroth-order regular approximation (ZORA) has finished, one has to decide whether its orbitals are accepted or the basis is reworked. One possible check is the ratio of potential to kinetic energy, which for a nonrelativistic electron bound to a point charge satisfies −⟨V⟩/T = 2. For the 1s state of a hydrogen-like ion with Z = 80, a converged ZORA calculation gives −⟨V⟩/T = 1.812. Read with the nonrelativistic rule, this number says that the orbital is too compact and that its lengths should be stretched by about ten per cent. As a verdict on convergence that would be wrong: the orbital is already an eigenstate of the ZORA Hamiltonian, and the rule is what has to change. In ZORA the kinetic operator contains a function of position, and this function contributes a term of its own to the virial relation.

Hartree atomic units are used, with p = −i∇ and with the rest energy subtracted, so that a free electron at rest has zero energy. Let V(r) be the potential energy of the electron, a local, time-independent function. The Dirac equation for the upper and lower two-component functions φ and χ reads

Vφ + c σ·p χ = E_D φ,

c σ·p φ + (V − 2c²)χ = E_D χ.

The second line gives χ = c σ·p φ/(2c² + E_D − V). ZORA neglects E_D in this denominator. Inserting the result in the first line, and writing ψ for the function and E for the energy of the approximate equation, we obtain

Hψ = Eψ,  H = V + σ·p K σ·p,

K(r) = c²/(2c² − V(r)).

For an attractive potential, V ≤ 0, the function K lies between 0 and 1/2. Where |V| is small compared with 2c², K is close to 1/2 and the kinetic operator becomes (σ·p)²/2 = p²/2. Close to a heavy nucleus K is smaller, which reduces the kinetic energy associated with a given gradient of the orbital.

Since σ·p is Hermitian, the kinetic energy of a normalized state is

T = ⟨σ·p K σ·p⟩ = ∫ K |σ·p ψ|² d³r.

The function K is thus averaged over the squared gradient amplitude |σ·p ψ|², and not over the density |ψ|².

The virial relation follows from asking how the energy responds when the state is uniformly contracted or stretched. Define

ψ_λ(r) = λ^(3/2) ψ(λr),

where λ > 1 means contraction. With the new variable s = λr and d³r = λ⁻³ d³s, the norm is

∫ |ψ_λ|² d³r = λ³ λ⁻³ ∫ |ψ(s)|² d³s = 1.

A derivative with respect to r brings out one more factor λ, so that σ·p ψ_λ(r) = λ^(5/2) (σ·p ψ)(λr). The kinetic energy of the dilated state is therefore

T(λ) = λ⁵ ∫ K(r) |(σ·p ψ)(λr)|² d³r

= λ² ∫ K(s/λ) |σ·p ψ(s)|² d³s.

The potential energy becomes, by the same substitution,

V(λ) = ∫ V(s/λ) |ψ(s)|² d³s.

The operator H has been kept fixed throughout. The argument s/λ appears because the same part of the orbital now samples K and V at a different distance from the origin. With constant K, only the familiar factor λ² would remain in the kinetic energy.

The chain rule gives, for any differentiable function F,

d/dλ F(s/λ) = −(1/λ²) s·(∇F)(s/λ),

which at λ = 1 is −s·∇F(s). Applied to the two energies, with the product rule for λ²K(s/λ), this yields

dT/dλ = 2T − W,

dV/dλ = −⟨r·∇V⟩,

both taken at λ = 1, with

W = ⟨σ·p (r·∇K) σ·p⟩ = ∫ (r·∇K) |σ·p ψ|² d³r.

In the operator form, r·∇K is a multiplicative function standing between the two momentum operators; the gradient acts on K alone. These two derivatives hold for any state regular enough for the integrals to converge and be differentiated. No eigenvalue equation has been used yet.

To see that the integrals do converge at a point charge, we need the radial form, which also serves for the numerical work. For a spherical potential, write

ψ = [P(r)/r] Ω_κ,

with real P and a normalized spin-angular function obeying σ·L Ω_κ = −(κ + 1)Ω_κ. Here κ = −1 for s1/2, κ = 1 for p1/2 and κ = −2 for p3/2. The product rule for Pauli matrices gives

(σ·r)(σ·p) = r·p + iσ·(r × p) = −i r ∂/∂r + iσ·L.

Let σ_r = σ·r/r, for which σ_r² = 1. Multiplying from the left by σ_r/r, we find

σ·p = −iσ_r (∂/∂r − σ·L/r).

Acting on ψ, this produces

σ·p ψ = −iσ_r Ω_κ [d(P/r)/dr + (κ + 1)P/r²]

= −iσ_r Ω_κ (P′ + κP/r)/r,

because d(P/r)/dr = P′/r − P/r². The matrix σ_r does not change the angular norm, so any spherical function F has

⟨σ·p F σ·p⟩ = ∫₀^∞ F (P′ + κP/r)² dr.

With g = P′ + κP/r, the energy is the integral of Kg² + VP². Making it stationary at fixed norm, and integrating the term with the varied derivative by parts, gives the radial equation

−(Kg)′ + (κ/r)Kg + VP = EP.

For a point charge, V = −Z/r, we have K = c²r/(2c²r + Z), which is approximately c²r/Z near the origin. Trying P = r^s there gives Kg = (c²/Z)(s + κ)r^s. The terms of order r^(s−1) in the radial equation then require

−(c²/Z)(s + κ)(s − κ) − Z = 0,

s² = κ² − Z²/c².

For Z < c the positive root γ_κ = √(κ² − Z²/c²) is real, and it is the solution chosen here. In both energy integrals the integrand behaves as r^(2γ_κ−1), which is integrable at the origin. The same is true of W, since r·∇K is proportional to r there, as K is. A dilation preserves the power of r, so the dilated state is equally well behaved. At large r a bound state with E < 0 in a potential that vanishes at infinity decays exponentially.

We now use the eigenvalue equation. For two functions u and v, define the energy form

h[u,v] = ∫ K (σ·p u)†(σ·p v) d³r + ∫ V u†v d³r.

If ψ is an eigenstate, then h[u,ψ] = E⟨u|ψ⟩. This is the eigenvalue equation multiplied by u† and integrated by parts. The surface term on a small sphere around a point charge contains r² from the area, r^(γ_κ−1) from u, r from K and r^(γ_κ−2) from σ·p ψ. Their product is r^(2γ_κ), which vanishes as the sphere shrinks.

Let δ = ψ_λ − ψ and E(λ) = h[ψ_λ,ψ_λ]. Expanding the form, and using the eigenvalue equation wherever ψ appears, we have

h[δ,δ] = E(λ) − E⟨ψ_λ|ψ⟩ − E⟨ψ|ψ_λ⟩ + E.

Both states are normalized, so

⟨δ|δ⟩ = 2 − ⟨ψ_λ|ψ⟩ − ⟨ψ|ψ_λ⟩.

Subtracting E⟨δ|δ⟩ from the first line removes the overlaps and leaves

h[δ,δ] − E⟨δ|δ⟩ = E(λ) − E.

To first order δ is (λ − 1)(3/2 + r·∇)ψ. The left side is quadratic in δ and hence of second order in λ − 1, so dE(λ)/dλ = 0 at λ = 1. Adding the two derivatives found above gives the ZORA virial relation,

2T = ⟨r·∇V⟩ + W.

The argument covers potentials that are smooth apart from a possible point charge at the origin of the dilation. Point nuclei elsewhere would need a separate examination, because the dilation then moves the singular part of the orbital away from its nucleus.

The new term can be related to the force. Differentiating K gives

∇K = c²∇V/(2c² − V)² = (K²/c²)∇V,

r·∇K = (K²/c²) r·∇V.

If the potential rises outward, W is positive. Contracting the orbital then moves its gradient amplitude to places where K is smaller, so the kinetic energy grows more slowly than λ²; W is the amount by which the slope 2T is reduced. Locally, the weight relative to the kinetic energy is

(r·∇K)/K = r·∇V/(2c² − V).

For fixed V, as c grows, this ratio tends to zero wherever V is finite, K tends to 1/2, and the relation returns to 2T = ⟨r·∇V⟩.

The derivation did not use the link between K and V. If K is built from a fixed model potential while the electron moves in another potential V, the relation keeps its form, with r·∇K calculated from the K in actual use. The formula with r·∇V just given must then contain the model potential instead.

Scalar ZORA is covered as well. The Pauli product rule gives

σ·p K σ·p = p·K p + σ·(∇K × p),

where the last term is the spin–orbit coupling. Dropping it leaves p·K p, whose expectation value is ∫K|∇ψ|² d³r. This scales under dilation in the same way, so the virial relation holds with W = ⟨p·(r·∇K)p⟩. For an orbital (P/r)Y_lm, the squared radial and angular derivatives give

⟨p·F p⟩ = ∫₀^∞ F [(P′ − P/r)² + l(l + 1)P²/r²] dr.

For l = 0 this coincides with the two-component expression for κ = −1.

A Gaussian well, V = −V₀ exp(−r²/a²), tests the relation where no Coulomb property can help. With V₀ = 20000 hartree and a = 0.03 bohr the depth is comparable with c², so the variation of K matters. The states were obtained by diagonalization in a basis of Laguerre functions, and each term was integrated separately. For the lowest s1/2 state, in hartree,

2T = 2 × 3682.49 = 7364.98,

⟨r·∇V⟩ + W = 6675.75 + 689.24 = 7364.99,

which agree within the rounding of the entries. The lowest p1/2, p3/2 and scalar p states satisfy the relation too. For the scalar state, the two sides are 2 × 5528.38 = 11056.76 and 9989.71 + 1067.06 = 11056.77 hartree. The largest unrounded residual among the four states, relative to T, is 5 × 10⁻¹⁴. Leaving out W for the s1/2 state would produce an apparent imbalance of 689 hartree in a state that is converged.

For a trial orbital that is not an eigenstate, the residual

R = 2T − ⟨r·∇V⟩ − W

is the slope dE/dλ. A positive R means that contraction raises the energy. For the lowest state of a given symmetry, where the energy is to be minimized, the orbital should then be stretched; a negative R calls for contraction. If the length scale of a trial function has been optimized, R vanishes even when its shape is poor. A vanishing R is therefore necessary for an eigenstate but does not establish convergence.

In a mean-field calculation on an atom with a local effective potential, the relation applies to each converged orbital with that potential in the place of V. It is not a statement about the total energy, which is not the sum of the orbital energies.

## Hydrogen-like ions

The symbols taken over from the first half are these. The Hamiltonian is H = V + σ·p K σ·p with K = c²/(2c² − V), and its bound eigenstate ψ has energy E = T + ⟨V⟩. The kinetic energy is T = ⟨σ·p K σ·p⟩, and the additional virial term is W = ⟨σ·p (r·∇K) σ·p⟩. They satisfy

2T = ⟨r·∇V⟩ + W,  r·∇K = (K²/c²) r·∇V.

With ψ = (P/r)Ω_κ and g = P′ + κP/r, the radial equation is −(Kg)′ + (κ/r)Kg + VP = EP. Near a point charge P behaves as r^γ_κ, where γ_κ = √(κ² − Z²/c²).

Consider now one electron and a fixed point nucleus, V = −Z/r with 0 < Z < c, where V vanishes at infinity. Differentiation gives r·∇V = Z/r = −V, so the general relation becomes

2T + ⟨V⟩ = W.

Since T + ⟨V⟩ = E, this is the same as W = T + E. The additional term measures how far the binding energy −E falls below the kinetic energy. In the nonrelativistic limit the two are equal.

The Coulomb potential allows a further step, because V can be expressed through K. From the definition of K, V = 2c² − c²/K, and therefore

r·∇K = −(K²/c²)V = −(K²/c²)(2c² − c²/K) = K − 2K².

Placing this function between the momentum operators, and defining

Q = ⟨σ·p K² σ·p⟩,

we find W = T − 2Q. Comparison with W = T + E gives

E = −2Q = −2⟨σ·p K² σ·p⟩.

When K = 1/2 everywhere, Q = T/2, and this reduces to E = −T.

The Z = 80 ground state shows the arithmetic. The separately integrated terms, in hartree, are T = 4802.12, ⟨V⟩ = −8700.99, W = 903.25 and Q = 1949.43. Then

2T + ⟨V⟩ = 9604.24 − 8700.99 = 903.25,

−2Q = −3898.86,

to be compared with W = 903.25 and with the eigenvalue E = −3898.87. The last-digit difference comes from rounding Q. In electronvolts, E is −1.061 × 10⁵ eV and W is 2.458 × 10⁴ eV.

An explicit dilation of this state tests the two slopes separately. Finite differences in λ give dT/dλ = 8700.99 and dV/dλ = −8700.99 hartree. The first agrees with 2T − W = 9604.24 − 903.25, the second with −⟨r·∇V⟩ = ⟨V⟩, and their sum vanishes within the tolerance of the test.

The Coulomb form is more restrictive than the general relation. To see what it loses for another potential, let D = V + r·∇V, which is zero for −Z/r. With r·∇V = D − V, the preceding algebra becomes

r·∇K = K − 2K² + K²D/c²,

2T = ⟨D⟩ − ⟨V⟩ + T − 2Q + ⟨σ·p K²D σ·p⟩/c².

Moving T and ⟨V⟩ to the left gives

E = −2Q + ⟨D⟩ + ⟨σ·p K²D σ·p⟩/c².

An extended nucleus or a screening charge makes D different from zero. In the s1/2 state of the Gaussian well, −2Q is −2703.7 hartree whereas E is −12222.3 hartree; the short formula fails although the general relation is satisfied. The mean potential energy there is E − T = −15904.7 hartree, so ⟨D⟩ = 6675.7 − 15904.7 = −9229.0 hartree. The remaining −289.6 hartree of the difference belongs to the last term.

A constant shift is another case. If V = −Z/r + v₀ with v₀ < 2c², then D = v₀ and

E − v₀ = −(2 − v₀/c²)Q.

The coefficient depends on v₀ because ZORA puts V, including its constant part, into K. The simple form E = −2Q thus presupposes the zero of potential at infinity.

The result can be connected with the Dirac energy without using the virial relation. Eliminating the lower component from the Dirac equation, but keeping E_D in the denominator, gives

σ·p K_D σ·p φ_D − (Z/s)φ_D = E_D φ_D,

K_D(s) = c²/(2c² + E_D + Z/s),

where s denotes the position in the Dirac problem and the derivatives are taken with respect to s. Set s = μr and φ_Z(r) = φ_D(μr), and choose

μ = 2c²/(2c² + E_D).

Then μ(2c² + E_D) = 2c², and multiplying numerator and denominator of K_D by μ gives

K_D(μr) = μc²/(2c² + Z/r) = μK(r).

Each derivative with respect to s is 1/μ times the derivative with respect to r. The Dirac equation becomes

(1/μ²) σ·p μK σ·p φ_Z − [Z/(μr)]φ_Z = E_D φ_Z.

Multiplication by μ turns the left side into Hφ_Z, so φ_Z is, apart from normalization, a ZORA eigenfunction with

E = μE_D = 2c²E_D/(2c² + E_D).

For a bound state with −2c² < E_D < 0, μ is greater than one. The ZORA function is a contracted copy of the upper Dirac component, and its energy is too low by the same factor. For Z = 80 and 1s, E_D = −3532.19 hartree and 2c² = 37557.7 hartree, so

μ = 37557.7/(37557.7 − 3532.2) = 1.1038,

μE_D = −3898.8 hartree.

This agrees with the diagonalization within the rounding of μ. The ZORA error is −366.7 hartree, or 10.4 per cent of the magnitude of the Dirac energy.

Solving the energy relation for E_D gives 2c²E = E_D(2c² − E), or

E_D = E/(1 − E/2c²).

The virial result supplies −E/2 = Q, hence

E_D = E/(1 + Q/c²).

The right side is the scaled ZORA energy. Its denominator has a direct meaning. In ZORA the lower component belonging to a normalized ψ is χ = Kσ·p ψ/c, and its norm is ⟨χ|χ⟩ = Q/c². Inserting the pair ψ and χ into the Dirac operator gives Eψ in the upper line, by the ZORA equation. The lower line gives

c σ·p ψ + (V − 2c²)Kσ·p ψ/c = c σ·p ψ − c σ·p ψ = 0.

The Dirac expectation value of the pair, divided by its norm, is therefore E/(1 + Q/c²). For an electron at a point charge, the virial relation fixes Q at the value for which this equals the Dirac energy. The proof as given uses D = 0, so it does not cover an extended nucleus or a screening charge.

At Z = 80, Q/c² = 1949.43/18778.9 = 0.10381. Dividing −3898.87 hartree by 1.10381 gives −3532.19 hartree, the Dirac energy.

A second relation comes from changing the nuclear charge. Let the normalized eigenstate depend on Z and write E = h[ψ,ψ], with h the energy form of the first half. Differentiating the state contributes E d⟨ψ|ψ⟩/dZ = 0, because ψ satisfies the eigenvalue equation. Near the nucleus the changing exponent adds a logarithm to the derivative of ψ, which does not spoil the convergence of the integrals. What remains is the explicit dependence of V and K on Z. Here Z ∂V/∂Z = V, and

Z ∂K/∂Z = (K²/c²)V = −r·∇K.

Consequently

Z dE/dZ = ⟨V⟩ − W = ⟨V⟩ − (2T + ⟨V⟩) = −2T,

T = −(Z/2) dE/dZ.

Leaving out the change of K would give ⟨V⟩ instead of −2T, which is a different number as soon as W is not negligible. Finite differences of the diagonalized energy at Z = 80 give −(Z/2)dE/dZ = 4802.12 hartree for 1s, 1086.96 for 2s1/2 and 874.08 for 2p3/2. These agree with the integrated kinetic energies.

The ground state can be solved in closed form. Put κ = −1 and γ = √(1 − Z²/c²), and try

P = N r^γ e^(−ar),

with N the normalization constant. Then P′ = (γ/r − a)P and

g = P′ − P/r = −[(1 − γ)/r + a]P.

Multiplication by K = c²r/(2c²r + Z) gives

Kg = −c² [(1 − γ) + ar]/(Z + 2c²r) P.

The fraction is constant if a/(1 − γ) = 2c²/Z. With this choice Kg = −qP, where

q = c²(1 − γ)/Z,  a = 2q.

The radial equation for κ = −1 becomes

qP′ + qP/r − (Z/r)P = EP,

[q(γ + 1) − Z]/r − qa = E.

Since 1 − γ² = Z²/c², we have q(1 + γ) = c²(1 − γ²)/Z = Z, and the term in 1/r vanishes. This gives q = Z/(1 + γ), a = 2Z/(1 + γ) and

E = −qa = −2Z²/(1 + γ)².

To obtain T by the charge derivative, use Z² = c²(1 − γ)(1 + γ) to write

E = −2c²(1 − γ)/(1 + γ).

Its derivative with respect to γ is 4c²/(1 + γ)², while dγ/dZ = −Z/(c²γ). Therefore

dE/dZ = −4Z/[γ(1 + γ)²],

T = 2Z²/[γ(1 + γ)²] = −E/γ.

The other two terms follow from ⟨V⟩ = E − T and W = T + E:

⟨V⟩ = −(1 + γ)T,

W = (1 − γ)T.

The ratio to be expected for a converged 1s orbital is thus −⟨V⟩/T = 1 + γ. For Z = 80, γ = 0.8119, which explains the value 1.812 met at the outset. The corresponding ratios for Z = 1 and Z = 20 are 1.99997 and 1.989.

The nonrelativistic rule would stretch the lengths by the factor 2T/|⟨V⟩| = 2/(1 + γ). For the 1s state this is the same number as μ, because E_D = E/(1 − E/2c²) = E(1 + γ)/2. The stretched orbital would thus be the upper Dirac component. It would no longer be an eigenfunction of the ZORA Hamiltonian, so the stretch corrects an error of the approximation and not a lack of convergence.

For small Z/c, let x = Z²/c². The expansions needed are

1 − γ ≈ (x/2)(1 + x/4),

1/γ ≈ 1 + x/2,

1/(1 + γ)² ≈ (1/4)(1 + x/2).

Inserted in W = 2Z²(1 − γ)/[γ(1 + γ)²], they give

W ≈ [Z⁴/(4c²)](1 + 5x/4).

The first relativistic correction to the virial balance grows as Z⁴. The computed W divided by Z⁴/(4c²) is 1.00007 for Z = 1, 1.027 for Z = 20 and 1.656 for Z = 80. The leading term is useful for light ions, but at Z = 80 it misses about 40 per cent of W.

Excited states show how the additional term depends on where the orbital has its gradient amplitude. For the Coulomb potential,

(r·∇K)/K = Z/(2c²r + Z),

which decreases from 1 at the nucleus to 0 far away. The ratio W/T is the average of this function over the kinetic energy density K|σ·p ψ|². At Z = 80 it is 903.25/4802.12 = 0.188 for 1s, 159.77/1086.96 = 0.147 for 2s1/2 and 38.07/874.08 = 0.044 for 2p3/2. The small last value shows that the kinetic energy density of 2p3/2 has less weight in the region where K varies strongly.

The 2s1/2 and 2p1/2 states have the same E, T, ⟨V⟩ and W in the numerical output. This follows from the relations above. With n the principal quantum number, the Dirac energies of a point nucleus are

E_D = c²{[1 + Z²/(c²(n − |κ| + γ_κ)²)]^(−1/2) − 1}.

This standard formula is used here for comparison. It depends on κ through |κ|, which is 1 for both states. The mapping gives them equal E at every Z, the charge derivative gives equal T, and ⟨V⟩ = E − T and W = T + E are then equal too.

For the six ionic states in the output, the residual of the virial relation is at most 4 × 10⁻¹⁴ of T. A small residual is a necessary condition on the numerical solution of the ZORA equation, not a sufficient one; the stronger evidence of convergence is that the eigenvalues agree with μE_D. Neither says anything about the accuracy of ZORA as a description of an ion. The model also leaves out nuclear size, nuclear recoil and radiative effects. In an atomic calculation that includes an extended nucleus, or other electrons through a local effective potential, the necessary condition to test is 2T = ⟨r·∇V⟩ + W with the potential and K in actual use, since the ratio 1 + γ belongs to the 1s state of a point charge. With nonlocal exchange, as in Hartree–Fock or hybrid functionals, this form lacks the contribution of the exchange operator and is violated even by converged orbitals.

Table of computed values

```
speed of light c = 137.035999 a.u.
Hydrogen-like ions, all energies in hartree
K2 means <sigma.p K^2 sigma.p>
Z=1 1s1/2: E=-0.50001331, T=0.50002663, V=-1.0000399
  W=1.3313725e-05, K2=0.25000666, E_Dirac=-0.50000666
  scaled ZORA energy=-0.50000666
Z=20 1s1/2: E=-202.15884, T=204.34691, V=-406.50575
  W=2.1880644, K2=101.07942, E_Dirac=-201.07652
  scaled ZORA energy=-201.07652
Z=80 1s1/2: E=-3898.8691, T=4802.1189, V=-8700.9879
  W=903.24981, K2=1949.4345, E_Dirac=-3532.1921
  scaled ZORA energy=-3532.1921
Z=80 2s1/2: E=-927.18571, T=1086.9606, V=-2014.1464
  W=159.77493, K2=463.59286, E_Dirac=-904.84778
  scaled ZORA energy=-904.84778
Z=80 2p1/2: E=-927.18571, T=1086.9606, V=-2014.1464
  W=159.77493, K2=463.59286, E_Dirac=-904.84778
  scaled ZORA energy=-904.84778
Z=80 2p3/2: E=-836.01137, T=874.07686, V=-1710.0882
  W=38.065485, K2=418.00569, E_Dirac=-817.8075
  scaled ZORA energy=-817.8075
largest |2T - <r.grad V> - W|/T = 3.7e-14 (no unit)
Ground state, ratios without unit
Z=1: gamma=0.99997337, mu=1.00001331, -V/T=1.99997337
  W/T=2.6626e-05, W/(Z^4/4c^2)=1.000067
Z=20: gamma=0.98929240, mu=1.00538262, -V/T=1.98929240
  W/T=0.0107076, W/(Z^4/4c^2)=1.027234
Z=80: gamma=0.81190599, mu=1.10381003, -V/T=1.81190599
  W/T=0.188094, W/(Z^4/4c^2)=1.656446
Z=80 1s1/2: E = -106093.63 eV
Z=80 1s1/2: W = 24578.68 eV
dilation, Z=80 1s1/2: dT/dlambda = 8700.9879 hartree
dilation, Z=80 1s1/2: dV/dlambda = -8700.9879 hartree
Z=80 1s1/2: -(Z/2) dE/dZ = 4802.1189 hartree
Z=80 2s1/2: -(Z/2) dE/dZ = 1086.9607 hartree
Z=80 2p3/2: -(Z/2) dE/dZ = 874.0769 hartree
Gaussian well: depth=20000 hartree, width=0.03 bohr
Well energies in hartree; G means <r.grad V>
well s1/2: -2 K2 = -2703.678 hartree
s1/2: E=-12222.251, T=3682.491, G=6675.746, W=689.235
p1/2: E=-7967.978, T=5183.200, G=9936.723, W=429.677
p3/2: E=-7345.982, T=5699.164, G=10016.650, W=1381.679
scalar p: E=-7552.962, T=5528.380, G=9989.705, W=1067.055
largest relative virial residual in well = 5.3e-14
```
